The Chandezon Eigenproblem for a Smooth Grating, Derived in Two Ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: Maxwell's equations in coordinates that follow the surface

Light falls on a wafer carrying shallow parallel grooves, and a detector records how much returns in the mirror direction. The reading depends on the groove depth, so the depth can be inferred from it if the reflectance of a known profile can be calculated and only one depth in the expected range gives that reading. Above and below the surface this is easy, because each medium is uniform and supports plane waves. The difficulty is the boundary: the fields must be joined along a curve, whose height differs from point to point. One remedy is to choose coordinates in which the curve becomes a straight line. Maxwell's equations then acquire coefficients that vary along the surface but not away from it, and their solutions are found from a matrix eigenvalue problem.

### Setting and units

The surface is y = a(x), with period d. The function a is single-valued and smooth, and the grooves run along z. Air lies above, and a medium of relative permittivity ε below. Both media are homogeneous, isotropic and non-magnetic. The light has vacuum wavelength λ₀ and wavenumber k₀ = 2π/λ₀. It arrives from above at angle θ to the y axis, with its wavevector in the xy plane, so no field depends on z. The time factor is exp(−iωt).

In the equations every length is multiplied by k₀, so that x stands for k₀x, and wavevectors are in units of k₀. The slope a′ is unaffected. The magnetic field is replaced by h = Z₀H, where Z₀ = √(μ₀/ε₀), which gives it the dimension of an electric field. Since ωμ₀/k₀ = Z₀ and ωε₀/k₀ = 1/Z₀, Maxwell's curl equations in a medium of permittivity ε become

curl E = i h,

curl h = −iε E.

The new coordinates are

u = x,  v = y − a(x),

so a point has the position r = (u, v + a(u), z). The surface is v = 0.

### The curl in the new coordinates

Differentiating r gives the vectors along the coordinate lines:

e_u = (1, a′, 0),  e_v = (0, 1, 0),  e_z = (0, 0, 1).

Define the covariant components of a field as its scalar products with these vectors:

E_u = E_x + a′E_y,  E_v = E_y,

with E_z unchanged. The vector e_u is tangent to the surface, so E_u is the tangential component of E multiplied by the length √(1 + a′²) of e_u. This makes it the natural quantity to match at the boundary.

To transform the curl, take two coordinates i and j, and let k and l run over x, y, z. By definition E_j = Σ_l (∂_j r_l)E_l. The product rule and the chain rule give

∂_iE_j = Σ_l (∂_i∂_j r_l)E_l + Σ_kl (∂_i r_k)(∂_j r_l) ∂_kE_l.

On subtracting the same expression with i and j exchanged, the first sum cancels, because second derivatives commute. What remains is

∂_iE_j − ∂_jE_i = Σ_kl (∂_i r_k)(∂_j r_l)(∂_kE_l − ∂_lE_k) = (e_i × e_j) · curl E.

The last step holds because the antisymmetric combination ∂_kE_l − ∂_lE_k consists of the components of the curl. No second derivative of a survives.

The three cross products are

e_v × e_z = (1, 0, 0),

e_z × e_u = (−a′, 1, 0),

e_u × e_v = (0, 0, 1).

With curl E = i h these give

∂_vE_z − ∂_zE_v = i h_x,

∂_zE_u − ∂_uE_z = i(h_y − a′h_x),

∂_uE_v − ∂_vE_u = i h_z.

The right-hand sides must also be written in covariant components. From h_v = h_y and h_u = h_x + a′h_y follow

h_x = h_u − a′h_v,

h_y − a′h_x = h_v − a′h_u + a′²h_v = (1 + a′²)h_v − a′h_u.

The equation for h has the same form, with i h replaced by −iε E. The equations thus look like those for flat coordinates, except that the matrix with rows (1, −a′) and (−a′, 1 + a′²) multiplies the fields on the right. The uniform medium behaves as if it were anisotropic and varied along u. This is the price of flattening the surface. The effective medium does not vary with v, and that is what makes an eigenproblem possible.

### Two polarizations, one system

With ∂_z = 0 the six equations fall into two groups of three. The TE group contains E_z, h_u and h_v:

∂_vE_z = i(h_u − a′h_v),

−∂_uE_z = i[(1 + a′²)h_v − a′h_u],

∂_uh_v − ∂_vh_u = −iεE_z.

The TM group contains h_z, E_u and E_v:

∂_vh_z = −iε(E_u − a′E_v),

−∂_uh_z = −iε[(1 + a′²)E_v − a′E_u],

∂_uE_v − ∂_vE_u = i h_z.

Multiply the last TM equation by −ε, which is constant inside a medium. The TE group then turns into the TM group under the replacements E_z → h_z, h_u → −εE_u and h_v → −εE_v. Both cases are therefore covered by three functions F, G and Q:

TE: F = E_z, G = h_u, Q = h_v;

TM: F = h_z, G = −εE_u, Q = −εE_v.

They satisfy

∂_vF = i(G − a′Q),

−∂_uF = i[(1 + a′²)Q − a′G],

∂_uQ − ∂_vG = −iεF.

The second equation contains no derivative with respect to v, so Q can be eliminated algebraically. Since −1/i = i, it reads (1 + a′²)Q = a′G + i∂_uF. Define

c = 1/(1 + a′²),  s = a′/(1 + a′²).

Then

Q = sG + i c ∂_uF.

Insert this in the first equation. The coefficient of G is i(1 − a′s), and 1 − a′²/(1 + a′²) = c. The coefficient of ∂_uF is −i·a′·i c = a′c = s. The third equation gives ∂_vG = ∂_uQ + iεF. The result is the first-order system

∂_vF = s ∂_uF + i c G,

∂_vG = iεF + i ∂_u(c ∂_uF) + ∂_u(sG).

### From the first-order system to the matrix

The coefficients do not depend on v, so solutions proportional to exp(iλv) can be sought. Here λ is an eigenvalue and λ₀ remains the wavelength. The coefficients have period d in u, and the incident wave gains a fixed phase factor from one period to the next. Every field must share this factor, which restricts its tangential wavenumbers to

α_n = sin θ + nλ₀/d,  n = 0, ±1, ±2, …

Accordingly

F = exp(iλv) Σ_n F_n exp(iα_nu),  G = exp(iλv) Σ_n G_n exp(iα_nu).

A derivative with respect to u multiplies coefficient n by iα_n. A product such as cG has the coefficients Σ_m c_(n−m)G_m, where c_p is the Fourier coefficient of c belonging to exp(2πipx/d), with x the unscaled position. Let α be the diagonal matrix of the α_n, C the matrix with elements c_(n−m), and S the matrix with elements s_(n−m). The first-order system becomes

iλF = iSαF + iCG,

iλG = iεF + i(iα)C(iα)F + iαSG.

Since (iα)C(iα) = −αCα, division by i gives the Chandezon eigenproblem:

λF = SαF + CG,

λG = (ε − αCα)F + αSG.

On a flat surface c = 1 and s = 0. Then λF = G and λG = (ε − α²)F, so λ² = ε − α_n² for each order separately. These are ordinary plane waves. The grooves couple the orders through C and S.

Smoothness enters where a product is replaced by a truncated convolution. At a corner of the profile a′ jumps, and G and ∂_uF, both of which contain a′, can jump at the same place. Their combination ∂_vF = ∂_yF does not jump there if the fields themselves are regular. Truncated series of the separate products then reproduce this cancellation poorly near the corner. The present treatment is for profiles without corners.

### The coefficients for a sinusoidal groove

Take a = (h/2)cos φ with φ = 2πx/d, where h is the depth from crest to trough. The slope is a′ = −q sin φ, with q = πh/d. Put w₀ = √(1 + q²) and

ρ = (w₀ − 1)/(w₀ + 1).

The geometric series in ρ has the sum

Σ_p ρ^|p| exp(2ipφ) = (1 − ρ²)/(1 + ρ² − 2ρ cos 2φ).

Multiply numerator and denominator on the right by (w₀ + 1)². The numerator becomes 4w₀. The denominator becomes 2(w₀² + 1) − 2(w₀² − 1)cos 2φ, which equals 4(1 + q² sin²φ). The sum is therefore w₀c, and

c_(2p) = ρ^|p|/w₀,

with vanishing odd coefficients. The decay is geometric, and it slows as the grooves steepen, because ρ tends to 1 for large q.

For a depth of 80 nm and a period of 600 nm, q = π·80/600 = 0.4189. Then w₀ = 1.0842 and ρ = 0.0404, so c₀ = 0.9224 and c₂ = 0.0373. Since s = −q sin φ · c, its first coefficient is s₁ = (iq/2)(c₀ − c₂) = 0.1854 i. Coefficients computed by sampling the profile have these same values.

### The spectrum does not depend on the profile

The eigenvalues of the infinite matrix can be found without diagonalizing anything. A solution F = f(u)exp(iλv) is, in Cartesian coordinates, F = ψ(x)exp(iλy) with ψ = f exp(−iλa). In a uniform medium F obeys ∂_x²F + ∂_y²F + εF = 0, so

ψ″ + (ε − λ²)ψ = 0.

With the required phase factor per period, ψ must be built from exponentials exp(iα_mx) with α_m² = ε − λ². Hence

λ = ±β_m,  β_m = √(ε − α_m²),

whatever the shape of the groove. The root is taken positive real or with positive imaginary part. The change of coordinates cannot alter the waves that a uniform medium supports. The profile enters through the eigenvectors.

These are plane waves read off along the surface. For λ = β, where β is either sign of β_m,

F = exp(iα_mu + iβa) exp(iβv),

G = (β − a′α_m)F.

The expression for G can be verified in the system itself. Here ∂_uF = i(α_m + βa′)F, so

s∂_uF + i c G = i c[a′α_m + βa′² + β − a′α_m]F = iβF,

as the first equation requires. Similarly Q = sG + i c ∂_uF = c[a′β − a′²α_m − α_m − βa′]F = −α_mF. Then

∂_uQ + iεF = i(ε − α_m² − α_mβa′)F = iβ(β − a′α_m)F = iβG,

which is the second equation.

At β_m = 0 the two eigenvalues merge, an order travels along the surface, and a solution growing linearly with v takes the place of the missing exponential. A general field in a layer of finite thickness needs that extra solution. In a medium that extends without limit away from the surface it is excluded, because it grows without bound, and only the wave travelling along the surface is kept.

A computation keeps finitely many orders, and its spectrum is approximate. Take silicon with index 3.88, λ₀ = 633 nm and θ = 25°. Order −4 has α = 0.42262 − 4·1.05500 = −3.7974, and β = √(15.0544 − 14.4201) = 0.7964. With orders −15 to 15 the 62 × 62 matrix reproduces this value and those of the other seven propagating orders to the six decimals printed. With orders −5 to 5 the worst error among the eight is 7.7·10⁻³ in units of k₀. With −8 to 8 it is 7.7·10⁻⁹.

Strongly evanescent waves are another matter. In air, 15 of the 31 values β_m are found to within 10⁻⁶. The reason lies in the eigenvectors. For β = iγ the surface factor exp(−γa) has Fourier coefficients of magnitude I_p(γh/2), with I_p the modified Bessel function and h in units of 1/k₀. For the outermost order γh/2 is about 6.4, and the coefficients next to the central one are comparable with it. Those on one side lie beyond the edge of the matrix, so this eigenvector cannot be represented.

## Second derivation: a variational principle, and what the eigenproblem predicts

The surface is y = a(x), with u = x and v = y − a(x). Lengths are in units of 1/k₀. In either medium F is E_z (TE) or h_z (TM), with h = Z₀H, and G is h_u (TE) or −εE_u (TM), where the subscript u marks the scalar product with (1, a′, 0). The functions c = 1/(1 + a′²) and s = a′/(1 + a′²) have the Toeplitz matrices C and S, and α is the diagonal matrix of α_n = sin θ + nλ₀/d. The first half gave

λF = SαF + CG,  λG = (ε − αCα)F + αSG,

with λ = ±β_m = ±√(ε − α_m²) for the infinite matrix. The same eigenproblem follows from a scalar principle, without transforming any vector field.

### The functional

Work first in Cartesian coordinates with no dependence on z. For TE waves, curl E = i h gives h_x = −i∂_yE_z and h_y = i∂_xE_z. Inserted in ∂_xh_y − ∂_yh_x = −iεE_z, they yield ∂_x²E_z + ∂_y²E_z + εE_z = 0. For TM waves, curl h = −iεE gives E_x = (i/ε)∂_yh_z and E_y = −(i/ε)∂_xh_z. Then ∂_xE_y − ∂_yE_x = i h_z becomes ∇·(ε⁻¹∇h_z) + h_z = 0. Both are contained in

∇·(w∇F) + wεF = 0,  w = 1 (TE) or 1/ε (TM).

Let P be a second function, continuous like F, with the opposite phase factor per period, so that PF is periodic. Consider

A = ∬ w(∇P·∇F − εPF) dx dy

over one period, and require A to be stationary under every variation of P that vanishes far above and far below. Integration by parts turns the first term into −P∇·(w∇F) inside each medium, plus a contribution from the interface. The interior terms give the wave equation. The interface term vanishes for arbitrary P if w∂F/∂n, with n the surface normal, is the same on both sides. One requirement thus supplies both the equation and the boundary condition. Because P is independent of F and is not its complex conjugate, ε may be complex.

The Chandezon eigenproblem has been derived from Maxwell's equations, and a scalar functional has been found that supplies both the wave equation and the boundary condition. It remains to recover the eigenproblem from this functional, join the fields of the two media, and calculate the reflectance of a silicon grating.
